# The Davydov distribution and its Gaussian limit for acoustic-phonon scattering

## First derivation: currents between energies

### A ladder of levels

Take a ladder of energy levels with spacing $\varepsilon$. Let $f_n$ be the mean number of electrons per state on level $n$. Electrons move only between neighbouring levels, and two agents move them. An electric field takes an electron from a given state on level $n$ to a given state on level $n+1$ at a rate $a$, and back at the same rate $a$. A lattice at temperature $T$ takes it up at a rate $b$ and down at the rate $b\,e^{\varepsilon/kT}$. This ratio is the one that leaves a Boltzmann distribution undisturbed when the lattice acts alone.

In a steady state nothing enters or leaves at the top of the ladder, so the traffic across every gap balances:

$$(a+b)f_n=(a+b\,e^{\varepsilon/kT})f_{n+1}.$$

For $\varepsilon\ll kT$ we may put $e^{\varepsilon/kT}\approx1+\varepsilon/kT$. To first order in $\varepsilon$,

$$\frac{f_{n+1}}{f_n}\approx1-\frac{b}{a+b}\frac{\varepsilon}{kT},\qquad \frac{d\ln f}{dE}=-\frac1{kT}\,\frac{b}{a+b}.$$

Three cases can be read off. Without a field, $a=0$ and $f$ is Maxwellian at the lattice temperature. If $a/b$ has the same value on every level, $f$ is still an exponential, with the higher temperature $T(1+a/b)$. If instead $a/b=E_F/E$, with $E_F$ a constant energy, then

$$\frac{d\ln f}{dE}=-\frac{E}{kT(E+E_F)}.$$

Where the field dominates, $E\ll E_F$, the slope is $-E/(kTE_F)$, and its integral is a Gaussian in energy. Field heating by itself therefore does not decide between a Maxwellian and a Gaussian. What decides is how the ratio of the two agents changes with energy.

For acoustic phonons and a constant mean free path the third case applies. The field does work over a path whose mean length does not depend on energy, so the mean-square work per collision is the same for all electrons. A faster electron can exchange more momentum with the lattice, hence a phonon of higher energy, and the mean-square phonon energy per collision grows in proportion to $E$. The derivation below makes these two statements quantitative.

### Model and result

The electrons have an isotropic parabolic band,

$$E=\frac{\hbar^2k^2}{2m}=\frac{mv^2}{2},$$

and are so dilute that the Pauli principle and collisions among them can be left out. A uniform, steady field of magnitude $F$ exerts the force $eF$, whose direction defines the $z$ axis; $\theta$ is the angle between the velocity and the force. The occupation $f$ is counted per state, and $f_0(E)$ is its average over directions. Longitudinal phonons have frequency $\omega=sq$, with $s$ the speed of sound, and the lattice stays in equilibrium at $T$.

The result is the Davydov distribution

$$f_0(E)=A\left(1+\frac{E}{E_F}\right)^{E_F/kT}e^{-E/kT},\qquad E_F=\frac{(eF\lambda)^2}{6ms^2}, \tag{1}$$

where $\lambda$ is the mean free path and $A$ fixes the number of electrons. It is a leading-order result for $ms^2\ll kT$ and phonon energies small compared with $kT$.

### Why the mean free path is constant

The number of states per unit volume and energy, for one spin, follows from $4\pi k^2dk/(2\pi)^3$ and $dE=\hbar^2k\,dk/m$:

$$g(E)=\frac{mk}{2\pi^2\hbar^2}=\frac{m^2v}{2\pi^2\hbar^3}\propto\sqrt E.$$

A sound wave with displacement $\mathbf u$ shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$, where $\Xi$ is the deformation potential. In a crystal of volume $V$ and mass density $\rho$, the squared displacement matrix element of one mode is $\hbar/(2\rho V\omega)$ times $N_q$ for absorption or $N_q+1$ for emission, where $N_q$ is the Planck number. The divergence supplies a factor $q^2$, so

$$|M|^2=\frac{\Xi^2\hbar q}{2\rho Vs}\times\{N_q\ \text{or}\ N_q+1\}.$$

If $\hbar sq\ll kT$, both phonon factors are close to $kT/(\hbar sq)$. The $q$ in front cancels, and $|M|^2=\Xi^2kT/(2\rho Vs^2)$ for each process. All final directions are then equally likely. The golden rule, with a factor 2 for absorption plus emission and with the phonon energy neglected in $g$, gives

$$\frac1\tau=2\cdot\frac{2\pi}{\hbar}\cdot\frac{\Xi^2kT}{2\rho s^2}\,g(E)=\frac{\Xi^2kT\,m^2}{\pi\hbar^4\rho s^2}\,v .$$

The rate is proportional to $v$, so $\lambda=v\tau$ does not depend on energy:

$$\lambda=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2kT}. \tag{2}$$

### How much energy a collision exchanges

Let $\chi$ be the angle through which a collision turns the electron. Since $k$ hardly changes, $q^2=2k^2(1-\cos\chi)$. For isotropic scattering the average of $\cos\chi$ is zero, so $\langle q^2\rangle=2k^2$. The mean-square phonon energy is

$$\langle(\hbar sq)^2\rangle=2\hbar^2k^2s^2=2m^2v^2s^2=4ms^2E.$$

Collisions occur at the rate $v/\lambda$. Half the mean-square energy change per unit time is the diffusion coefficient in energy,

$$D_{\rm ph}=\frac12\,(4ms^2E)\,\frac v\lambda=\frac{2ms^2Ev}{\lambda}. \tag{3}$$

### The phonon current

Let $W(E,\varepsilon)\,d\varepsilon$ be the rate at which an electron of energy $E$ absorbs an energy between $\varepsilon$ and $\varepsilon+d\varepsilon$. The upward traffic from $E$ to $E+\varepsilon$ is $R\,f_0(E)$ with $R=g(E)W(E,\varepsilon)$. The reverse traffic is proportional to $f_0(E+\varepsilon)$. Its coefficient must be $R\,e^{\varepsilon/kT}$, because the two must cancel when $f_0\propto e^{-E/kT}$. The net upward traffic is, to first order in $\varepsilon$,

$$R\left[f_0-\left(1+\frac{\varepsilon}{kT}\right)(f_0+\varepsilon f_0')\right]\approx-R\,\varepsilon\left(f_0'+\frac{f_0}{kT}\right),$$

where the prime means $d/dE$. A jump of size $\varepsilon$ crosses a chosen energy if it starts within an interval of width $\varepsilon$ below it. This gives a second factor $\varepsilon$, and the total phonon current through the energy $E$ is

$$J_{\rm ph}=-g\left(f_0'+\frac{f_0}{kT}\right)\int_0^\infty\varepsilon^2W\,d\varepsilon.$$

The integral covers upward jumps alone. At leading order these contribute half of the mean-square energy change per unit time, which is $D_{\rm ph}$. Therefore

$$J_{\rm ph}=-gD_{\rm ph}\left(f_0'+\frac{f_0}{kT}\right). \tag{4}$$

The first term is diffusion, and the second is the friction that must accompany it if the lattice alone is to produce a Maxwellian.

### The field current

The steady Boltzmann equation is $eF\,\partial f/\partial p_z=C[f]$, where $C$ describes collisions. Write

$$f=f_0(E)+f_1(E)\cos\theta$$

and drop higher angular harmonics. Since $\partial E/\partial p_z=v\cos\theta$, the field acting on $f_0$ gives $eFv f_0'\cos\theta$. Isotropic collisions remove the $\cos\theta$ part at the rate $v/\lambda$ and return none of it, because the electrons they deliver have no preferred direction. Equating the coefficients of $\cos\theta$,

$$eFv f_0'=-\frac v\lambda f_1,\qquad f_1=-eF\lambda f_0'. \tag{5}$$

Where $f_0$ falls with energy, $f_1$ is positive, and the electrons drift along the force, as they should.

The field changes an electron's energy at the rate $eFv\cos\theta$. The current it drives through the energy $E$ is $g$ times the angular average of this rate multiplied by $f$. The $f_0$ part averages to zero, and $\langle\cos^2\theta\rangle=1/3$ gives

$$J_F=g\,\frac{eFv f_1}{3}=-gD_Ff_0',\qquad D_F=\frac{(eF)^2v\lambda}{3}. \tag{6}$$

This current has no friction term. The field has no temperature and, acting alone, would spread the electrons evenly over all states.

### Solving for the distribution

In the steady state the total current has the same value at every energy. There are no states below the band minimum, so that value is zero:

$$(D_F+D_{\rm ph})f_0'+D_{\rm ph}\frac{f_0}{kT}=0.$$

From (3) and (6), the common factor $v$ cancels in the ratio

$$\frac{D_F}{D_{\rm ph}}=\frac{(eF)^2\lambda/3}{2ms^2E/\lambda}=\frac{(eF\lambda)^2}{6ms^2E}=\frac{E_F}{E}.$$

This is the third case of the ladder, with $E_F$ now known. Hence

$$\frac{d\ln f_0}{dE}=-\frac1{kT}\frac{E}{E+E_F}=-\frac1{kT}+\frac{E_F}{kT}\,\frac1{E+E_F}, \tag{7}$$

and integration from zero to $E$ gives (1).

### The Gaussian, and where it ends

For $E<E_F$ the logarithm in $\ln f_0$ can be expanded with $\ln(1+u)=u-u^2/2+u^3/3-\dots$ and $u=E/E_F$:

$$\ln\frac{f_0}{A}=-\frac E{kT}+\frac{E_F}{kT}\left(\frac E{E_F}-\frac{E^2}{2E_F^2}+\frac{E^3}{3E_F^3}-\dots\right).$$

The linear terms cancel, leaving

$$\ln\frac{f_0}{A}=-\frac{E^2}{w^2}+\frac{E^3}{3kTE_F^2}-\dots,\qquad w^2=2kTE_F=\frac{kT(eF\lambda)^2}{3ms^2}. \tag{8}$$

The Gaussian describes the electrons well if the cubic term is small at $E=w$. There it equals

$$\frac{(2kTE_F)^{3/2}}{3kTE_F^2}=\frac{2\sqrt2}{3}\sqrt{\frac{kT}{E_F}}. \tag{9}$$

Dominant field heating means $E_F\gg kT$, and then the bulk of $f_0$ is Gaussian. The approach is slow because a square root appears: a cubic term of 0.1 requires $E_F\approx90\,kT$.

The approximation is not uniform in energy. It holds for $E^3\ll3kTE_F^2$. Far above $E_F$, equation (7) gives the slope $-1/kT$, so in this approximation the remote tail falls as fast as it would at the lattice temperature, apart from a power of $E$. By (5) and (7), $f_1/f_0$ tends to $eF\lambda/kT$ there, so the angular expansion supports this tail only if $eF\lambda\ll kT$. The local temperature $T_{\rm loc}$, defined by $d\ln f_0/dE=-1/kT_{\rm loc}$, is $T(1+E_F/E)$. It decreases steadily with energy, whereas a Maxwellian would need it constant.

The field also drops out of one condition of validity. The angular expansion needs $eF\lambda$ to be small compared with typical energies, and in the Gaussian regime (8) gives

$$\left(\frac{eF\lambda}{w}\right)^2=\frac{3ms^2}{kT}.$$

A stronger field raises the energies in the same proportion as $eF\lambda$, so for the bulk of the electrons this condition rests on $ms^2/kT$ alone. The condition on the phonon energy behaves differently. At $E=w$,

$$\frac{\langle(\hbar sq)^2\rangle}{(kT)^2}=\frac{4ms^2w}{(kT)^2}=\frac{4ms^2}{kT}\sqrt{\frac{2E_F}{kT}},$$

which grows with the field. At fixed temperature, a sufficiently strong field therefore takes the electrons out of the regime in which the phonon number may be replaced by $kT/(\hbar sq)$.

## Second derivation: one electron's random walk

### Symbols and results carried over

An electron of mass $m$, energy $E$, speed $v$ and wavenumber $k$ feels a force $eF$ along $z$. It scatters isotropically at the rate $v/\lambda$ from phonons of energy $\hbar sq$ in a lattice at temperature $T$. The density of states is $g\propto\sqrt E$, and $f_0$ is the occupation per state averaged over directions. The first derivation gave

$$f_0=A\left(1+\frac E{E_F}\right)^{E_F/kT}e^{-E/kT},\qquad E_F=\frac{(eF\lambda)^2}{6ms^2},$$

with the Gaussian limit $e^{-E^2/w^2}$, $w^2=2kTE_F$, for $E_F\gg kT$. It used the angular part $f_1=-eF\lambda f_0'$ and took the friction from thermal equilibrium. The second derivation uses neither. It follows a single electron and calculates the mean and the mean-square change of its energy.

### The current of a random walk

Let $n(E)=gf_0$ be the number of electrons per unit energy, and let $K(E,\varepsilon)$ be the rate of energy changes $\varepsilon$ of either sign. Changes of size $\varepsilon$ carry through $E$ the electrons that start between $E-\varepsilon$ and $E$. Expanding about $E$,

$$J=\int d\varepsilon\int_{E-\varepsilon}^{E}nK\,dE'\approx\int d\varepsilon\left[\varepsilon\,nK-\frac{\varepsilon^2}{2}\frac{\partial(nK)}{\partial E}\right]=\alpha n-\frac{d(Dn)}{dE}. \tag{10}$$

Here $\alpha$ is the mean energy change per unit time and $D$ is half the mean-square change per unit time. Both are needed for the phonons and for the field.

### Phonon moments from the kinematics

Put $k_s=ms/\hbar$ and take $k>k_s$. When a phonon is emitted, energy conservation reads

$$\frac{\hbar^2}{2m}(k^2-2kq\cos\alpha_q+q^2)=\frac{\hbar^2k^2}{2m}-\hbar sq,$$

so the angle $\alpha_q$ between $\mathbf k$ and $\mathbf q$ obeys $\cos\alpha_q=(q/2+k_s)/k$. This cannot exceed 1, and emission is limited to $q\le2(k-k_s)$. For absorption the same argument gives $\cos\alpha_q=(k_s-q/2)/k$, which cannot be less than $-1$, so $q\le2(k+k_s)$.

In the golden rule the sum over phonons contains $q^2dq\,d(\cos\alpha_q)$, and the squared matrix element contains $q$ times the phonon number. Integrating the energy delta function over $\cos\alpha_q$ gives $m/(\hbar^2kq)$. The rate per $dq$ is thus proportional to $q^2N_q/k$ for absorption and $q^2(N_q+1)/k$ for emission. With $x=\hbar sq/kT\ll1$,

$$xN_q\approx1-\frac x2,\qquad x(N_q+1)\approx1+\frac x2.$$

To leading order each process must have the total rate $v/2\lambda$. Since $\int_0^{2k}q\,dq=2k^2$, the rates per $dq$ are

$$\kappa q\left(1\mp\frac x2\right),\qquad\kappa=\frac{v}{4\lambda k^2},$$

with the upper sign for absorption. The mean energy change per unit time is

$$\alpha_{\rm ph}=\kappa\int_0^{2(k+k_s)}\!q\left(1-\frac x2\right)\hbar sq\,dq-\kappa\int_0^{2(k-k_s)}\!q\left(1+\frac x2\right)\hbar sq\,dq.$$

Two contributions remain at order $s^2$. The excess of emission over absorption gives

$$-\kappa\frac{(\hbar s)^2}{kT}\int_0^{2k}q^3dq=-\frac{4\kappa k^4\hbar^2s^2}{kT}=-\frac v\lambda\frac{\hbar^2k^2s^2}{kT}=-\frac v\lambda\frac{2ms^2E}{kT}.$$

The limits of the two integrals differ by $4k_s$, and near them the integrand is $\hbar s(2k)^2$. This gives

$$\kappa\,\hbar s\,(4k^2)(4k_s)=16\kappa k^2ms^2=\frac v\lambda\,4ms^2.$$

The sum is

$$\alpha_{\rm ph}=-\frac{2ms^2v}{\lambda}\left(\frac E{kT}-2\right). \tag{11}$$

For the mean-square change both processes add, and the leading order suffices:

$$D_{\rm ph}=\frac12\cdot2\kappa\int_0^{2k}q(\hbar sq)^2dq=4\kappa k^4\hbar^2s^2=\frac{2ms^2Ev}\lambda,$$

in agreement with (3). According to (11), electrons below $2kT$ gain energy from the lattice on average and those above lose it.

### Field moments from the velocity

The field does work at the rate $eFv_z$. Isotropic collisions erase the memory of direction, so a velocity component $v_z$ has the expected value $v_ze^{-vt/\lambda}$ after a time $t$. Over many collisions, but while the energy has changed little, the variance of the work grows at the rate $2D_F$, with

$$D_F=(eF)^2\int_0^\infty\langle v_z^2\rangle e^{-vt/\lambda}dt=(eF)^2\,\frac{v^2}{3}\,\frac\lambda v=\frac{(eF)^2v\lambda}3.$$

The mean work needs the mean of $v_z$ to first order in the force. In a short time $dt$ the force adds $eF\,dt$ to $p_z$. A time $t$ later this has changed the expected velocity by $eF\,dt$ times the derivative of $v_ze^{-vt/\lambda}$ with respect to $p_z$. Summing over all earlier kicks replaces the exponential by its time integral $\tau(v)=\lambda/v$, and

$$\langle v_z\rangle=eF\left\langle\frac{\partial(v_z\tau)}{\partial p_z}\right\rangle=\frac{eF}{m}\left(\tau+\frac v3\frac{d\tau}{dv}\right)=\frac{eF}m\left(\frac\lambda v-\frac\lambda{3v}\right)=\frac{2eF\lambda}{3mv}.$$

The average is over directions, with $\langle v_z^2\rangle=v^2/3$. The negative part arises because an electron accelerated by the field collides sooner. The mean heating rate is

$$\alpha_F=eF\langle v_z\rangle=\frac{2(eF)^2\lambda}{3mv}=\frac{D_F}E, \tag{12}$$

where the last step uses $mv^2=2E$.

### Zero current again

Put $c=2ms^2/\lambda$. The definition of $E_F$ gives $(eF)^2\lambda/3=cE_F$, so

$$D=cv(E+E_F),\qquad\alpha=cv\left(\frac{E_F}E+2-\frac E{kT}\right).$$

Setting (10) to zero gives $d\ln(Dn)/dE=\alpha/D$, that is,

$$\frac{d\ln(Dn)}{dE}=\frac{E_F+2E}{E(E+E_F)}-\frac{E}{kT(E+E_F)}=\frac1E+\frac1{E+E_F}-\frac1{kT}+\frac{E_F/kT}{E+E_F}.$$

Integration yields

$$Dn\propto E\,(E+E_F)\,(E+E_F)^{E_F/kT}e^{-E/kT}.$$

Division by $D\propto\sqrt E\,(E+E_F)$ leaves $n\propto\sqrt E\,(E+E_F)^{E_F/kT}e^{-E/kT}$. The factor $\sqrt E$ is the density of states, and the rest is the Davydov distribution.

### What each derivation assumes

Both assume a constant $\lambda$, isotropic scattering, phonon energies small compared with $kT$, and momentum that relaxes much faster than energy. The first drops the angular harmonics beyond $\cos\theta$; the second calculates the velocity to first order in the force. These are two forms of the same weak-anisotropy approximation.

They differ in how they obtain the friction. The first needs only the leading mean-square exchange and takes the friction from detailed balance, so the correct zero-field limit is built in. The second does not presuppose the electrons' equilibrium, but it needs the mean exchange to order $s^2$, including the small difference between the limits on $q$. Without the 2 in (11) it would fail to give a Maxwellian at zero field.

A Monte Carlo solution of the Boltzmann equation with inelastic phonon events makes neither the angular nor the diffusion approximation. For $ms^2/kT=0.005$ and $E_F/kT=10$ it gives a mean energy of $4.23\,kT$, in agreement with the Davydov value. The cumulative distributions differ by about 0.002 or less at the energies compared, which is the level of the sampling noise.

### Observable differences from a Maxwellian

In the Gaussian limit $n\propto\sqrt E\,e^{-E^2/w^2}$. With $u=E^2/w^2$ the moments become Gamma functions:

$$\langle E^j\rangle=w^j\,\frac{\Gamma\!\left(\frac{2j+3}4\right)}{\Gamma\!\left(\frac34\right)},\qquad\frac{\langle E^2\rangle}{\langle E\rangle^2}=\frac{\Gamma(\frac74)\Gamma(\frac34)}{\Gamma(\frac54)^2}=1.371.$$

A Maxwellian of any temperature has $5/3=1.667$ for this ratio. The mean energy, $0.74\,w$, is proportional to $F$ at fixed lattice temperature.

The drift velocity is the average of $v\cos\theta$. With $f_1$ from (5) and the slope from (7),

$$v_d=\frac{\int gvf_1\,dE}{3\int gf_0\,dE}=\frac{eF\lambda}{3kT}\left\langle\frac{vE}{E+E_F}\right\rangle.$$

For weak fields the fraction becomes $v$. For strong fields it becomes $vE/E_F\propto w^{3/2}/F^2\propto F^{-1/2}$, so $v_d\propto\sqrt F$.

### Example: very pure silicon at 15 K

Take rough typical parameters for electrons in silicon: $m=0.321\,m_e$, $s=9000$ m/s and $\lambda=2000$ nm. By (2) this path corresponds to $\Xi\approx9$ eV. A field of 15 V/cm along [111] makes equal angles with the axes of all six valleys. Then $kT=1.293$ meV, $ms^2=0.148$ meV, and

$$eF\lambda=(15\ \text{V/cm})(2\times10^{-4}\ \text{cm})\,e=3.00\ \text{meV},$$

$$E_F=\frac{(3.00)^2}{6(0.148)}\ \text{meV}=10.1\ \text{meV}=7.8\,kT,\qquad w=\sqrt{2(1.293)(10.13)}\ \text{meV}=5.12\ \text{meV}.$$

The Davydov mean energy is 5.0 meV ($8.0\times10^{-22}$ J), and the drift velocity is $1.9\times10^6$ cm/s. The moment ratio is 1.44, closer to the Gaussian value than to the Maxwellian one. The Gaussian is still a coarse approximation: its mean energy, 3.8 meV, is 24 % below the Davydov value, and the cubic term (9) is 0.34. The tail shows the difference most clearly. The fraction of electrons above 12 meV is 3.7 % for Davydov, 0.2 % for the Gaussian and 6.5 % for a Maxwellian with the Davydov mean energy. The Davydov figure is itself only rough: above about 7.7 meV, $f_1$ from (5) exceeds $f_0$, and the angular expansion fails.

The conditions of validity are poorly met here: $ms^2/kT=0.115$, and $eF\lambda$ is 60 % of the mean energy. At the mean energy the root-mean-square phonon energy, $\sqrt{4ms^2E}$, is 1.7 meV or $1.3\,kT$, which is not small compared with $kT$ at all. The Monte Carlo solution at these values gives 5.1 meV, 3 % above the Davydov mean, a drift velocity 5 to 6 % lower, a moment ratio of 1.47 to 1.48 and about 4.9 % of the electrons above 12 meV.

### Real silicon and real devices

The example leaves out several effects whose size can be estimated. Phonons that move electrons between valleys, with energies from 12 meV upward, would remove about 14 % of the field's power if the electrons followed the Davydov distribution, so the real electrons are somewhat cooler. This share is a rough estimate, because it depends on the tail, where the Davydov distribution is least reliable. On the heavier tail of the full acoustic Boltzmann solution it is about 22 %. When these phonons are allowed to act back on the distribution it is about 13 %, and the mean energy falls from 5.1 to 4.9 meV. With the collision time held fixed, the anisotropic mass multiplies $E_F$ by 0.92 for a [111] field; for a [100] field the factors are 1.25 and 0.26 in the two kinds of valley. These factors assume longitudinal phonons with one isotropic coupling. In silicon the coupling depends on direction, and transverse phonons, with a sound speed near 5400 m/s, also scatter through the shear deformation potential. Depending on the deformation potentials adopted they supply roughly a fifth to three quarters of the acoustic scattering rate, and the [111] factor then lies anywhere between about 0.8 and 2.4. This uncertainty can exceed all the other corrections listed here, and the $s$ and $\Xi$ of the example are only effective values. Ionized impurities at $10^{12}$ cm⁻³ add an estimated 1.4 % to the momentum loss of an electron at the mean energy if the Coulomb field is cut off at half the impurity spacing, up to about 3 % with other screening lengths, and more for slower electrons. Electron-electron collisions, which drive $f_0$ towards a Maxwellian, exchange on average less than 1 % as much energy as the phonons at $10^{10}$ electrons per cm³. Transistors near room temperature break the acoustic-only assumption outright. At 300 K and 10 kV/cm, with $\lambda=100$ nm from $\lambda\propto1/T$, the model gives a mean energy of 0.59 eV. Intervalley phonons would then remove 16 times the power the field supplies, so no such steady state can exist. The actual mean energy is roughly 0.1 eV or less, lower by a factor of about six or more. The Gaussian of this model should therefore not be used to estimate hot-carrier damage in such devices. The numerical output lists the remaining values.

## Numbers as computed

```
TESTS, scaled units (kT = m = path = 1)
Monte Carlo m s^2/kT, E_F/kT: 0.005, 10.0
mean E/kT, Monte Carlo: 4.228
mean E/kT, Davydov: 4.227
drift velocity, Monte Carlo: 0.1588
drift velocity, Davydov: 0.1592
shape number, Monte Carlo: 1.434
shape number, Davydov: 1.431
largest cumulative difference: 0.0015
zero-field mean E/kT (m s^2/kT=0.115): 1.506
shape number, Maxwellian: 1.667
shape number, Gaussian: 1.371
shape number at E_F/kT=100: 1.390
shape number at E_F/kT=10000: 1.373
SILICON EXAMPLE, field along [111]
temperature: 15 K; field: 15 V/cm
mean free path: 2000 nm
masses long, trans: 0.92, 0.19 m_e
density-of-states mass: 0.321 m_e
sound speed: 9000 m/s
implied deformation potential: 8.97 eV
low-field mobility: 2.19e+05 cm2/Vs
kT: 1.293 meV; m s^2: 0.1480 meV
e F path: 3.000 meV
E_F: 10.13 meV; E_F/kT: 7.84
Gaussian width w: 5.12 meV
cubic term at E=w: 0.337
mean energy, Davydov: 4.99 meV
mean energy, Gaussian: 3.79 meV
equal-energy Maxwellian: 38.6 K
shape number, Davydov: 1.438
drift velocity, Davydov: 1.88e+06 cm/s
above 12 meV, Davydov: 3.72 %
above 12 meV, Gaussian: 0.21 %
above 12 meV, Maxwellian: 6.52 %
NEGLECTED EFFECTS IN THE EXAMPLE
Monte Carlo mean energy: 5.13 meV
Monte Carlo shape number: 1.476
Monte Carlo drift: 1.77e+06 cm/s
intervalley loss / field heating: 0.141
E_F factor, [111] field: 0.923
E_F factors, [100] field: 1.255, 0.259
impurity density: 1e+12 cm^-3
impurity / phonon momentum loss: 0.0142
electron density: 1e+10 cm^-3
e-e / phonon energy exchange: 0.00088
DEVICE CHECK: 300 K, 10 kV/cm, acoustic-only model
mean free path: 100 nm
E_F: 11.26 eV; mean energy: 0.586 eV
intervalley loss / field heating: 15.9
```
